# Wigner's corepresentation types, Herring's criterion and band sticking in P2₁′/m′: a numerical check

```python
"""
Result under test.  M = H + a0 H, H unitary, a0 antiunitary, Delta an irrep of H
with character chi.  Herring's sum (1/|H|) sum_{a in a0 H} chi(a^2) = +1, -1, 0
gives Wigner type a (no doubling), b (Delta doubled), c (Delta paired with a
different irrep).  For the magnetic space group P2_1'/m' (screw axis z) it
predicts that all bands stick in pairs on the whole zone face kz = pi.
Symbols: A = time reversal times {C2z | 0 0 1/2}, P = inversion; lattice
constants are 1; tau acts on the two sublattices, sigma on spin.
Model energies in eV: J exchange, t hopping, g anisotropic hopping,
lam spin-orbit hopping.
"""
import numpy as np

rng = np.random.default_rng(7)
I2 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
pi = np.pi


def random_matrix(n):
    return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


# ---------- Part 1: the theorem on matrix groups with d = 2 ----------
def contains(elements, m):
    return any(np.allclose(m, x) for x in elements)


def generate(generators):
    elements = [I2]
    for e in elements:              # the list grows until it is closed
        for g in generators:
            if not contains(elements, e @ g):
                elements.append(e @ g)
    return elements


def analyse(generators, a0):
    """Delta is the defining representation of H; a0 is an abstract element."""
    H = generate(generators)
    inv = np.linalg.inv(a0)
    assert not contains(H, a0) and contains(H, a0 @ a0)
    assert all(contains(H, inv @ h @ a0) for h in H)
    assert np.isclose(sum(abs(np.trace(h))**2 for h in H), len(H))
    herring = sum(np.trace(a0 @ h @ a0 @ h) for h in H) / len(H)

    def bar(h):
        return (inv @ h @ a0).conj()

    Z = np.zeros((2, 2))
    D0 = np.block([[Z, a0 @ a0], [I2, Z]])

    def corep(g, anti):
        if anti:
            return D0 @ corep(inv @ g, False).conj()
        return np.block([[g, Z], [Z, bar(g)]])

    M = [(h, False) for h in H] + [(a0 @ h, True) for h in H]
    mats = [corep(g, anti) for g, anti in M]
    for (g1, anti1), D1 in zip(M, mats):
        for (g2, anti2), D2 in zip(M, mats):
            right = D2.conj() if anti1 else D2
            assert np.allclose(D1 @ right, corep(g1 @ g2, anti1 != anti2))

    # levels of a random Hermitian operator made invariant under M
    X = random_matrix(4)
    X = X + X.conj().T
    Xinv = sum(D @ (X.conj() if anti else X) @ D.conj().T
               for (_, anti), D in zip(M, mats)) / len(M)
    E = np.linalg.eigvalsh(Xinv)
    levels = 1 + int(np.sum(np.diff(E) > 1e-8))

    # intertwiner N with Delta = N Delta_bar N^-1, found by group averaging
    Y = random_matrix(2)
    N = sum(h @ Y @ bar(h).conj().T for h in H) / len(H)
    size = np.sqrt(np.trace(N @ N.conj().T).real / 2)
    if size < 1e-10:
        sign = 0.0
    else:
        N = N / size
        sign = (np.trace(N @ N.conj() @ (a0 @ a0).conj().T) / 2).real
        assert np.allclose(N @ N.conj(), sign * a0 @ a0)
    assert np.isclose(herring, sign)
    return len(H), herring.real, sign, levels


quaternion = [1j * sx, 1j * sz]
quarter_turn = (I2 + 1j * sz) / np.sqrt(2)
cases = [("a", quaternion, sx, 1, 2),
         ("b", quaternion, quarter_turn, -1, 1),
         ("c", quaternion + [1j * I2], quarter_turn, 0, 1)]
print("Matrix groups, irrep dimension 2, induced corep dimension 4")
for name, gens, a0, expected, expected_levels in cases:
    order, herring, sign, levels = analyse(gens, a0)
    assert np.isclose(herring, expected) and levels == expected_levels
    print(f"type {name}: |H| = {order}, Herring sum/|H| = {herring:+.0f}, "
          f"sign from N = {sign:+.0f}, distinct levels = {levels}")

# ---------- Part 2: Herring's sum for P2_1'/m' ----------
# operation: (diagonal of rotation, z shift, spin matrix, antiunitary?)
U_A = (-1j * sz) @ (-1j * sy)       # C2z spin rotation times time reversal
OPS = [(np.array([1, 1, 1]), 0.0, I2, False),
       (np.array([-1, -1, -1]), 0.0, I2, False),
       (np.array([-1, -1, 1]), 0.5, U_A, True),
       (np.array([1, 1, -1]), 0.5, U_A, True)]


def herring_crystal(k, spin=True, screw=True, lattice_shift=(0, 0, 0)):
    unitary, total = 0, 0
    for R, shift, U, anti in OPS:
        change = ((-R if anti else R) * k - k) / (2 * pi)
        if not np.allclose(change, np.round(change)):
            continue
        if not anti:
            unitary += 1
            continue
        t = np.array([0, 0, shift if screw else 0.0]) + lattice_shift
        square = U @ U.conj() if spin else I2
        assert np.allclose(square, square[0, 0] * I2)
        total += square[0, 0] * np.exp(-1j * np.dot(k, R * t + t))
    return (total / unitary).real


# ---------- Part 3: random hoppings symmetrized in real space ----------
# key: (sublattice to, sublattice from, dx, dy, 2*dz); value: spin matrix
def add(hop, key, value):
    hop[key] = hop.get(key, np.zeros((2, 2), complex)) + value


def symmetrize(hop):
    out = {}
    for (a, b, x, y, z2), m in hop.items():
        for R, shift, U, anti in OPS:
            s = 1 if shift else 0   # the half shift exchanges sublattices
            key = (a ^ s, b ^ s, int(R[0]) * x, int(R[1]) * y, int(R[2]) * z2)
            add(out, key, U @ (m.conj() if anti else m) @ U.conj().T / 4)
    return out


def bloch(hop, k):
    H = np.zeros((4, 4), complex)
    for (a, b, x, y, z2), m in hop.items():
        phase = np.exp(-1j * np.dot(k, [x, y, z2 / 2]))
        H[2*a:2*a+2, 2*b:2*b+2] += m * phase
    assert np.allclose(H, H.conj().T)
    return H


def bands(hop, k):
    return np.linalg.eigvalsh(bloch(hop, k))


raw = {}
for a in (0, 1):
    for b in (0, 1):
        for x in (-1, 0, 1):
            for y in (-1, 0, 1):
                for z2 in ((-2, 0, 2) if a == b else (-1, 1)):
                    m = random_matrix(2)
                    add(raw, (a, b, x, y, z2), m / 2)
                    add(raw, (b, a, -x, -y, -z2), m.conj().T / 2)
generic = symmetrize(raw)

points = [("kz=0, general", (0.7, 1.1, 0.0), 1),
          ("kz=0, inversion point", (pi, 0.0, 0.0), 1),
          ("vertical line", (pi, 0.0, 1.3), 1),
          ("face kz=pi, general", (0.7, 1.1, pi), -1),
          ("face, inversion point", (pi, 0.0, pi), 0)]
type_name = {1: "a", -1: "b", 0: "c"}
print("P2_1'/m': Herring sum, type, smallest gap of random model (arb. units)")
for label, k, expected in points:
    k = np.array(k)
    value = herring_crystal(k)
    assert np.isclose(value, expected)
    assert np.isclose(herring_crystal(k, spin=False), expected)
    assert np.isclose(herring_crystal(k, lattice_shift=(2, -1, 3)), expected)
    assert np.isclose(herring_crystal(k, screw=False), 1)
    E = bands(generic, k)
    gaps = np.diff(E)
    if expected == 1:
        assert gaps.min() > 1e-4
    else:
        assert max(gaps[0], gaps[2]) < 1e-10 and gaps[1] > 1e-4
    print(f"{label}: {value:+.0f}, type {type_name[int(round(value))]}, "
          f"gap {abs(gaps.min()):.4f}")

worst = 0.0
for _ in range(40):
    E = bands(generic, np.array([*rng.uniform(-pi, pi, 2), pi]))
    worst = max(worst, E[1] - E[0], E[3] - E[2])
assert worst < 1e-10
print(f"pairs on face stick at 40 random points to 1e-10: {worst < 1e-10}")
assert np.diff(bands(generic, np.array([0.7, 1.1, 1.3]))).min() > 1e-4

# inversion at an invariant k: phase exp(2 i k.r) for a site at r
k = np.array([pi, 0.0, pi])
parity = np.diag(np.exp(2j * k[2] * np.array([0, 0, 0.5, 0.5])))
Hk = bloch(generic, k)
assert np.allclose(Hk @ parity, parity @ Hk)
vec = np.linalg.eigh(Hk)[1]
for i in (0, 2):
    pair = vec[:, i:i+2]
    p = np.linalg.eigvals(pair.conj().T @ parity @ pair).real
    assert np.allclose(np.sort(p), [-1, 1])
    print(f"parities in face doublet {i//2 + 1}: "
          f"{np.sort(p)[0]:+.0f}, {np.sort(p)[1]:+.0f}")

# ---------- Part 4: altermagnetic model ----------
J, t, g, lam, stagger = 0.50, 0.30, 0.20, 0.05, 0.02


def model(spin_orbit):
    hop = {(0, 0, 0, 0, 0): J * sz, (1, 1, 0, 0, 0): -J * sz}
    for s in (-1, 1):
        hop[(0, 1, 0, 0, s)] = t * I2 - 1j * spin_orbit * sx
        hop[(1, 0, 0, 0, s)] = t * I2 + 1j * spin_orbit * sx
        for sub, sign in ((0, 1), (1, -1)):
            hop[(sub, sub, s, 0, 2 * s)] = -sign * g / 4 * I2
            hop[(sub, sub, s, 0, -2 * s)] = sign * g / 4 * I2
    return hop


def formula(k, spin_orbit):
    T = 2 * t * np.cos(k[2] / 2)
    W = np.hypot(g * np.sin(k[0]) * np.sin(k[2]),
                 2 * spin_orbit * np.cos(k[2] / 2))
    return np.sort([s * np.hypot(T, J + r * W) for s in (-1, 1)
                    for r in (-1, 1)])


for so in (0.0, lam):
    hop = model(so)
    sym = symmetrize(hop)
    for key in set(hop) | set(sym):
        zero = np.zeros((2, 2))
        assert np.allclose(hop.get(key, zero), sym.get(key, zero))
    for _ in range(30):
        k = rng.uniform(-pi, pi, 3)
        assert np.allclose(bands(hop, k), formula(k, so), atol=1e-12)

print(f"Model: J = {J:.2f} eV, t = {t:.2f} eV, g = {g:.2f} eV, "
      f"lambda = {lam:.2f} eV")
print("Levels at kx = pi/2, ky = 0, in eV")
for so in (0.0, lam):
    for label, kz in (("0", 0.0), ("pi/2", pi / 2), ("pi", pi)):
        E = bands(model(so), np.array([pi / 2, 0, kz]))
        split = E[3] - E[2]
        if kz == pi or (kz == 0 and so == 0):
            assert abs(split) < 1e-12
        else:
            assert split > 1e-3
        print(f"lambda={so:.2f}, kz={label}: "
              + " ".join(f"{e:+.4f}" for e in E)
              + f"; upper splitting {abs(split):.4f}")

spin_split = []
for kz in (pi / 2, -pi / 2):
    Hk = bloch(model(0.0), np.array([pi / 2, 0, kz]))
    up = np.linalg.eigvalsh(Hk[0::2, 0::2])[1]
    down = np.linalg.eigvalsh(Hk[1::2, 1::2])[1]
    spin_split.append(up - down)
assert np.isclose(spin_split[0], -spin_split[1]) and abs(spin_split[0]) > 0.01
print(f"lambda=0, upper E(up)-E(down): kz=+pi/2 {spin_split[0]:+.4f} eV, "
      f"kz=-pi/2 {spin_split[1]:+.4f} eV")

q = 1e-3
E = bands(model(lam), np.array([pi / 2, 0, pi - q]))
slope = (E[3] - E[2]) / q
slope_formula = 2 * np.hypot(g, lam)        # sin(kx) = 1 here
assert np.isclose(slope, slope_formula, rtol=1e-4)
print(f"splitting/|q| near face: diagonalization {slope:.4f} eV, "
      f"formula {slope_formula:.4f} eV (q dimensionless)")

broken = model(lam)
add(broken, (0, 0, 0, 0, 0), stagger * I2)
add(broken, (1, 1, 0, 0, 0), -stagger * I2)
k = np.array([pi / 2, 0, pi])
assert np.allclose(bloch(broken, k), bloch(broken, -k))   # inversion remains
E = bands(broken, k)
assert np.isclose(E[3] - E[2], 2 * stagger)
print(f"staggered potential {stagger:.2f} eV: face doublet splits by "
      f"{E[3] - E[2]:.4f} eV")
print("PASS")
```

Output:

```
Matrix groups, irrep dimension 2, induced corep dimension 4
type a: |H| = 8, Herring sum/|H| = +1, sign from N = +1, distinct levels = 2
type b: |H| = 8, Herring sum/|H| = -1, sign from N = -1, distinct levels = 1
type c: |H| = 16, Herring sum/|H| = +0, sign from N = +0, distinct levels = 1
P2_1'/m': Herring sum, type, smallest gap of random model (arb. units)
kz=0, general: +1, type a, gap 3.1293
kz=0, inversion point: +1, type a, gap 4.3934
vertical line: +1, type a, gap 3.0435
face kz=pi, general: -1, type b, gap 0.0000
face, inversion point: +0, type c, gap 0.0000
pairs on face stick at 40 random points to 1e-10: True
parities in face doublet 1: -1, +1
parities in face doublet 2: -1, +1
Model: J = 0.50 eV, t = 0.30 eV, g = 0.20 eV, lambda = 0.05 eV
Levels at kx = pi/2, ky = 0, in eV
lambda=0.00, kz=0: -0.7810 -0.7810 +0.7810 +0.7810; upper splitting 0.0000
lambda=0.00, kz=pi/2: -0.8185 -0.5196 +0.5196 +0.8185; upper splitting 0.2989
lambda=0.00, kz=pi: -0.5000 -0.5000 +0.5000 +0.5000; upper splitting 0.0000
lambda=0.05, kz=0: -0.8485 -0.7211 +0.7211 +0.8485; upper splitting 0.1274
lambda=0.05, kz=pi/2: -0.8289 -0.5127 +0.5127 +0.8289; upper splitting 0.3162
lambda=0.05, kz=pi: -0.5000 -0.5000 +0.5000 +0.5000; upper splitting 0.0000
lambda=0, upper E(up)-E(down): kz=+pi/2 +0.2989 eV, kz=-pi/2 -0.2989 eV
splitting/|q| near face: diagonalization 0.4123 eV, formula 0.4123 eV (q dimensionless)
staggered potential 0.02 eV: face doublet splits by 0.0400 eV
PASS
```
